# Elastic Dipole Tensor from Residual Stress and the Relaxation-Volume Tensor: a numerical check

```python
# Result under test: for a point defect in a periodic cell held at the perfect
# crystal's shape, the elastic dipole tensor is P = -V * (residual stress), and
# the relaxation-volume tensor of the stress-free cell is Omega = S : P.
# V: cell volume; S: compliance of the perfect crystal; stress > 0 in tension.
# Model: fcc crystal, nearest-neighbour Morse bonds D*(1-exp(-alpha*(r-l)))^2
# with a fixed bond list; defect: two neighbouring oversized atoms along [110].
# Internal units: eV and angstrom. "virial" means V times the stress tensor.
import numpy as np
from scipy.constants import e as charge
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import cg

D, ALPHA, R_NN = 0.5, 1.5, 3.0
EXT_HOST, EXT_PAIR = 0.05, 0.30   # extra rest length: solute-host, solute-solute
A_LAT = np.sqrt(2.0) * R_NN
GPA = charge * 1e30 / 1e9         # one eV/angstrom^3 in GPa
I3 = np.eye(3)
PAIRS = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]


def voigt(t):
    return np.array([t[p] for p in PAIRS])


def strain_tensor(v):
    t = np.zeros((3, 3))
    for q, (a, b) in enumerate(PAIRS):
        t[a, b] = t[b, a] = v[q] if a == b else v[q] / 2
    return t


def make_cell(n):
    m = 2 * n
    grid = np.indices((m, m, m)).reshape(3, -1).T
    sites = grid[grid.sum(axis=1) % 2 == 0]
    index = -np.ones((m, m, m), dtype=int)
    index[tuple(sites.T)] = np.arange(len(sites))
    first, second, vectors = [], [], []
    for v in [(1, 1, 0), (1, -1, 0), (1, 0, 1), (1, 0, -1), (0, 1, 1), (0, 1, -1)]:
        first.append(np.arange(len(sites)))
        second.append(index[tuple(((sites + v) % m).T)])
        vectors.append(np.tile(np.array(v) * A_LAT / 2, (len(sites), 1)))
    return dict(n=n, sites=sites, N=len(sites), V=(n * A_LAT) ** 3,
                i=np.concatenate(first), j=np.concatenate(second),
                R=np.concatenate(vectors), solutes=(index[0, 0, 0], index[1, 1, 0]))


def rest_lengths(cell, scale=1.0):
    ends = (np.isin(cell["i"], cell["solutes"]).astype(int)
            + np.isin(cell["j"], cell["solutes"]))
    return R_NN + scale * np.array([0.0, EXT_HOST, EXT_PAIR])[ends]


def evaluate(cell, u, F, rest):
    """Energy, atomic forces and virial for displacements u in the cell F."""
    i, j, N = cell["i"], cell["j"], cell["N"]
    r = cell["R"] @ F.T + u[j] - u[i]
    d = np.linalg.norm(r, axis=1)
    x = np.exp(-ALPHA * (d - rest))
    pull = (2 * D * ALPHA * x * (1 - x) / d)[:, None] * r
    force = np.stack([np.bincount(i, pull[:, c], N) - np.bincount(j, pull[:, c], N)
                      for c in range(3)], axis=1)
    return D * np.sum((1 - x) ** 2), force, pull.T @ r


def hessian(cell, u, F, rest):
    i, j, N = cell["i"], cell["j"], cell["N"]
    r = cell["R"] @ F.T + u[j] - u[i]
    d = np.linalg.norm(r, axis=1)
    x = np.exp(-ALPHA * (d - rest))
    k_long = 2 * D * ALPHA ** 2 * (2 * x * x - x)
    k_trans = 2 * D * ALPHA * x * (1 - x) / d
    unit = r / d[:, None]
    block = ((k_long - k_trans)[:, None, None] * unit[:, :, None] * unit[:, None, :]
             + k_trans[:, None, None] * I3)
    rows, cols, data = [], [], []
    axis = np.arange(3)
    for p, q, sign in [(i, i, 1), (j, j, 1), (i, j, -1), (j, i, -1)]:
        row = 3 * p[:, None, None] + axis[None, :, None]
        col = 3 * q[:, None, None] + axis[None, None, :]
        rows.append(np.broadcast_to(row, block.shape).ravel())
        cols.append(np.broadcast_to(col, block.shape).ravel())
        data.append(sign * block.ravel())
    return coo_matrix((np.concatenate(data), (np.concatenate(rows),
                      np.concatenate(cols))), shape=(3 * N, 3 * N)).tocsr()


def relax_atoms(cell, rest, F=I3, start=None):
    u = np.zeros((cell["N"], 3)) if start is None else start.copy()
    for _ in range(40):
        energy, force, virial = evaluate(cell, u, F, rest)
        if np.abs(force).max() < 1e-9:
            return energy, virial, u
        force = force - force.mean(axis=0)
        step, _ = cg(hessian(cell, u, F, rest), force.ravel(), atol=0.0)
        u += step.reshape(-1, 3)
    raise RuntimeError("atomic relaxation did not converge")


def relax_cell(cell, rest, S, start):
    eps, u = np.zeros((3, 3)), start
    for _ in range(30):
        energy, virial, u = relax_atoms(cell, rest, I3 + eps, u)
        if np.abs(virial).max() < 1e-6:
            return energy, eps
        eps = eps - strain_tensor(S @ voigt(virial)) / cell["V"]
    raise RuntimeError("cell relaxation did not converge")


def force_moment(cell, u):
    """First moment of the forces that give u in the perfect harmonic crystal."""
    perfect = np.full(len(cell["R"]), R_NN)
    H = hessian(cell, np.zeros_like(u), I3, perfect)
    f = (H @ u.ravel()).reshape(-1, 3)
    m = 2 * cell["n"]
    rel = cell["sites"] - np.array([0.5, 0.5, 0.0])
    rel = (rel - m * np.round(rel / m)) * A_LAT / 2
    return f.T @ rel


def rel_diff(a, b):
    return np.linalg.norm(a - b) / np.linalg.norm(b)


def show(label, t, unit):
    print(f"{label}: xx {t[0, 0]:.4f}, zz {t[2, 2]:.4f}, xy {t[0, 1]:.4f} {unit}")


# Elastic constants of the perfect crystal from stress differences
small = make_cell(3)
perfect_small = np.full(len(small["R"]), R_NN)
zero_u = np.zeros((small["N"], 3))
C = np.zeros((6, 6))
h = 1e-5
for q in range(6):
    strain = strain_tensor(h * np.eye(6)[q])
    plus = evaluate(small, zero_u, I3 + strain, perfect_small)[2]
    minus = evaluate(small, zero_u, I3 - strain, perfect_small)[2]
    C[:, q] = voigt(plus - minus) / (2 * h * small["V"])
S = np.linalg.inv(C)
C11, C12, C44 = C[0, 0], C[0, 1], C[3, 3]
K = (C11 + 2 * C12) / 3
k_bond = 2 * D * ALPHA ** 2
assert abs(C11 / (np.sqrt(2) * k_bond / R_NN) - 1) < 1e-5
assert abs(C12 / C11 - 0.5) < 1e-5 and abs(C44 / C11 - 0.5) < 1e-5

print(f"Morse depth {D} eV, alpha {ALPHA} 1/angstrom, bond length {R_NN} angstrom")
print(f"extra rest length: solute-host {EXT_HOST}, solute-solute {EXT_PAIR} angstrom")
print(f"lattice constant {A_LAT:.4f} angstrom, bond stiffness {k_bond:.3f} eV/angstrom^2")
print(f"C11 {C11:.5f}, C12 {C12:.5f}, C44 {C44:.5f}, K {K:.5f} eV/angstrom^3")
print(f"bulk modulus K converted: {K * GPA:.2f} GPa")

# Fixed-cell stress, force moments and the freely relaxed cell
sizes = [5, 7, 9]
P, OMEGA, VOL, moment_error, omega_error = {}, {}, {}, {}, {}
for n in sizes:
    cell = make_cell(n)
    rest = rest_lengths(cell)
    e_fixed, virial, u = relax_atoms(cell, rest)
    P[n], VOL[n] = -virial, cell["V"]
    moment = force_moment(cell, u)
    e_free, eps = relax_cell(cell, rest, S, u)
    OMEGA[n] = cell["V"] * eps
    predicted = strain_tensor(S @ voigt(P[n]))
    moment_error[n] = rel_diff(moment, P[n])
    omega_error[n] = rel_diff(predicted, OMEGA[n])
    released = e_fixed - e_free
    released_formula = voigt(P[n]) @ S @ voigt(P[n]) / (2 * cell["V"])
    print(f"--- cell side {n} lattice constants: {cell['N']} atoms, V {cell['V']:.2f} angstrom^3")
    show("residual stress", virial / cell["V"] * GPA, "GPa")
    show("P = -V*stress", P[n], "eV")
    show("P from force moments", moment, "eV")
    show("Omega = S:P", predicted, "angstrom^3")
    show("Omega from relaxed cell", OMEGA[n], "angstrom^3")
    print(f"relative difference: P {moment_error[n]:.2e}, Omega {omega_error[n]:.2e}")
    print(f"energy released by cell: {released * 1e3:.4f} meV, P:S:P/(2V) {released_formula * 1e3:.4f} meV")
assert moment_error[9] < 0.01 and moment_error[9] < moment_error[5]
assert omega_error[9] < 0.01 and omega_error[9] < omega_error[7] < omega_error[5]
assert abs(released_formula / released - 1) < 0.03

# Size correction: effective power of the cell side, and the 1/V limit
trace = {n: np.trace(P[n]) for n in sizes}
ratio = (trace[5] - trace[7]) / (trace[7] - trace[9])
power = brentq(lambda p: (5.0 ** -p - 7.0 ** -p) / (7.0 ** -p - 9.0 ** -p) - ratio,
               0.5, 8.0)
assert abs(power - 3) < 0.5


def infinite(t):
    return (VOL[9] * t[9] - VOL[7] * t[7]) / (VOL[9] - VOL[7])


P_inf, O_inf = infinite(P), infinite(OMEGA)
O_pred = strain_tensor(S @ voigt(P_inf))
assert rel_diff(O_pred, O_inf) < 3e-3
assert abs(np.trace(P_inf) / (3 * K) / np.trace(O_inf) - 1) < 3e-3
assert abs(P_inf[0, 1] / (2 * C44) / O_inf[0, 1] - 1) < 0.01
assert abs((P_inf[0, 0] - P_inf[2, 2]) / (C11 - C12)
           / (O_inf[0, 0] - O_inf[2, 2]) - 1) < 0.02
print("--- limit of large cells, from sides 7 and 9")
print(f"effective power of 1/side in the correction to tr P: {power:.3f}")
show("P", P_inf, "eV")
show("Omega = S:P", O_pred, "angstrom^3")
show("Omega from relaxed cells", O_inf, "angstrom^3")
print(f"tr P {np.trace(P_inf):.4f} eV, tr P/(3K) {np.trace(P_inf) / (3 * K):.4f} angstrom^3")
print(f"relaxation volume from relaxed cells {np.trace(O_inf):.4f} angstrom^3")
print(f"relaxation volume / volume per atom: {np.trace(O_inf) / (A_LAT ** 3 / 4):.4f}")

# Dipole from its energy definition: excess energy against homogeneous strain
cell = make_cell(5)
rest = rest_lengths(cell)
perfect = np.full(len(cell["R"]), R_NN)
no_u = np.zeros((cell["N"], 3))
P_energy = np.zeros((3, 3))
h = 1e-4
for a, b in PAIRS:
    strain = np.zeros((3, 3))
    strain[a, b] = strain[b, a] = h
    excess = [relax_atoms(cell, rest, I3 + s * strain)[0]
              - evaluate(cell, no_u, I3 + s * strain, perfect)[0] for s in (1, -1)]
    P_energy[a, b] = P_energy[b, a] = (-(excess[0] - excess[1]) / (2 * h)
                                       / (1 if a == b else 2))
assert rel_diff(P_energy, P[5]) < 1e-4
print("--- further tests, side 5")
show("P from energy differences", P_energy, "eV")

# A stressed reference cell: the bulk stress has to be subtracted
prestrain = 1e-3
F = (1 + prestrain) * I3
virial_defect = relax_atoms(cell, rest, F)[1]
virial_bulk = evaluate(cell, no_u, F, perfect)[2]
subtracted = -(virial_defect - virial_bulk)
assert rel_diff(subtracted, P[5]) < 0.05
assert rel_diff(-virial_defect, P[5]) > 0.5
print(f"linear prestrain {prestrain}: P_xx without subtraction {-virial_defect[0, 0]:.4f} eV")
print(f"P_xx with bulk stress subtracted {subtracted[0, 0]:.4f} eV")

# Atomic relaxation changes the stress only beyond first order in defect strength
unrelaxed = -evaluate(cell, no_u, I3, rest)[2]
weak_rest = rest_lengths(cell, 0.01)
weak_unrelaxed = -evaluate(cell, no_u, I3, weak_rest)[2]
weak_relaxed = -relax_atoms(cell, weak_rest)[1]
full_change = rel_diff(unrelaxed, P[5])
weak_change = rel_diff(weak_unrelaxed, weak_relaxed)
assert weak_change < 0.02 and weak_change < 0.1 * full_change
show("P with atoms unrelaxed", unrelaxed, "eV")
print(f"relative error of unrelaxed P: full defect {full_change:.4f}, 0.01 of it {weak_change:.6f}")
print("all assertions hold")
```

Output:

```
Morse depth 0.5 eV, alpha 1.5 1/angstrom, bond length 3.0 angstrom
extra rest length: solute-host 0.05, solute-solute 0.3 angstrom
lattice constant 4.2426 angstrom, bond stiffness 2.250 eV/angstrom^2
C11 1.06066, C12 0.53033, C44 0.53033, K 0.70711 eV/angstrom^3
bulk modulus K converted: 113.29 GPa
--- cell side 5 lattice constants: 500 atoms, V 9545.94 angstrom^3
residual stress: xx -0.0661, zz -0.0510, xy -0.0164 GPa
P = -V*stress: xx 3.9413, zz 3.0409, xy 0.9780 eV
P from force moments: xx 3.9342, zz 3.0373, xy 0.9740 eV
Omega = S:P: xx 2.2824, zz 0.5846, xy 0.9220 angstrom^3
Omega from relaxed cell: xx 2.2790, zz 0.5847, xy 0.9198 angstrom^3
relative difference: P 1.84e-03, Omega 1.62e-03
energy released by cell: 1.1277 meV, P:S:P/(2V) 1.1299 meV
--- cell side 7 lattice constants: 1372 atoms, V 26194.06 angstrom^3
residual stress: xx -0.0241, zz -0.0186, xy -0.0060 GPa
P = -V*stress: xx 3.9391, zz 3.0402, xy 0.9766 eV
P from force moments: xx 3.9367, zz 3.0389, xy 0.9752 eV
Omega = S:P: xx 2.2807, zz 0.5856, xy 0.9207 angstrom^3
Omega from relaxed cell: xx 2.2795, zz 0.5856, xy 0.9199 angstrom^3
relative difference: P 6.48e-04, Omega 5.87e-04
energy released by cell: 0.4110 meV, P:S:P/(2V) 0.4113 meV
--- cell side 9 lattice constants: 2916 atoms, V 55671.93 angstrom^3
residual stress: xx -0.0113, zz -0.0087, xy -0.0028 GPa
P = -V*stress: xx 3.9385, zz 3.0399, xy 0.9762 eV
P from force moments: xx 3.9373, zz 3.0393, xy 0.9755 eV
Omega = S:P: xx 2.2802, zz 0.5858, xy 0.9204 angstrom^3
Omega from relaxed cell: xx 2.2796, zz 0.5859, xy 0.9200 angstrom^3
relative difference: P 3.01e-04, Omega 2.76e-04
energy released by cell: 0.1934 meV, P:S:P/(2V) 0.1934 meV
--- limit of large cells, from sides 7 and 9
effective power of 1/side in the correction to tr P: 3.010
P: xx 3.9379, zz 3.0397, xy 0.9759 eV
Omega = S:P: xx 2.2798, zz 0.5860, xy 0.9200 angstrom^3
Omega from relaxed cells: xx 2.2798, zz 0.5860, xy 0.9200 angstrom^3
tr P 10.9155 eV, tr P/(3K) 5.1456 angstrom^3
relaxation volume from relaxed cells 5.1456 angstrom^3
relaxation volume / volume per atom: 0.2695
--- further tests, side 5
P from energy differences: xx 3.9413, zz 3.0409, xy 0.9780 eV
linear prestrain 0.001: P_xx without subtraction -16.2393 eV
P_xx with bulk stress subtracted 3.8946 eV
P with atoms unrelaxed: xx 4.6498, zz 3.0222, xy 1.6276 eV
relative error of unrelaxed P: full defect 0.2092, 0.01 of it 0.001362
all assertions hold
```
